# Second-order self-energy: from frequency integrals to two-particle-one-hole and two-hole-one-particle sums, part 2

We seek the second-order self-energy $\Sigma^{(2)}_{pq}(\omega)$ of a closed-shell molecule, which corrects the Hartree-Fock orbital energies $\varepsilon_p$. We use $\hbar=1$. The labels $p,q,r,s,k$ denote any real spin-orbitals, $i,j$ occupied ones and $a,b$ virtual ones. The integrals, with the spin sum included, are

$$\langle pq|rs\rangle=\int\!\!\int\frac{\phi_p(1)\phi_q(2)\phi_r(1)\phi_s(2)}{r_{12}}\,d1\,d2,\qquad
\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle .\tag{4}$$

The time-ordered Green's function $G(\tau)$ has the transform $G(\omega)=\int d\tau\,e^{i\omega\tau}G(\tau)$ and obeys the Dyson equation $G=G_0+G_0\Sigma G$. Here $G_0$ is the diagonal matrix of the free functions, which carry a single index:

$$G_a(\omega)=\frac1{\omega-\varepsilon_a+i\eta},\qquad
G_i(\omega)=\frac1{\omega-\varepsilon_i-i\eta},\qquad \eta\to0^+ .\tag{7}$$

For the Hartree-Fock reference, the complete second-order self-energy is

$$\Sigma^{(2)}_{pq}(\omega)=\tfrac12\sum_{krs}\langle pk\|rs\rangle\langle rs\|qk\rangle I_{rsk}(\omega),\tag{23}$$

$$I_{rsk}(\omega)=\int\!\frac{d\omega_1}{2\pi}\int\!\frac{d\omega_2}{2\pi}\,
G_r(\omega_1)G_s(\omega_2)G_k(\omega_1+\omega_2-\omega).\tag{24}$$

The double integral has still to be evaluated.

A two-orbital model serves as a check. Two electrons with opposite spins fill an even spatial orbital $g$, and an odd one, $u$, is empty. The repulsion lifts both electrons from $g$ to $u$ with matrix element

$$K=\int\!\!\int \frac{g(\mathbf r_1)u(\mathbf r_1)\,g(\mathbf r_2)u(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d\mathbf r_1d\mathbf r_2 .\tag{1}$$

With $E_2$ the energy of the two-electron state and $E_1$ that of the ion, second-order perturbation theory gives

$$E_2-E_1\simeq\varepsilon_g+\frac{K^2}{2\varepsilon_g-2\varepsilon_u}.\tag{2}$$

This suggests, but does not prove, the self-energy

$$\Sigma_{gg}(\omega)=\frac{K^2}{\omega+\varepsilon_g-2\varepsilon_u}.\tag{3}$$

### 2.1 The pair integral

Introduce the total frequency $\Omega=\omega_1+\omega_2$. The change from $(\omega_1,\omega_2)$ to $(\omega_1,\Omega)$ has unit Jacobian, and (24) becomes

$$I_{rsk}(\omega)=\int\!\frac{d\Omega}{2\pi}\,P_{rs}(\Omega)\,G_k(\Omega-\omega),\qquad
P_{rs}(\Omega)=\int\!\frac{d\omega_1}{2\pi}\,G_r(\omega_1)G_s(\Omega-\omega_1).\tag{25}$$

At fixed $\eta>0$ no pole touches the real axis, and the double integral converges absolutely, so the order of integration is free. The integrand of $P$ falls as $1/\omega_1^2$. A large semicircle in either half-plane then adds nothing, and we may close the contour where it is convenient.

**Both virtual.** The pole of $G_a(\omega_1)$ is at $\varepsilon_a-i\eta$, below the axis. The other factor is

$$G_b(\Omega-\omega_1)=\frac1{\Omega-\omega_1-\varepsilon_b+i\eta}
=-\frac1{\omega_1-(\Omega-\varepsilon_b+i\eta)},\tag{26}$$

with its pole above the axis and residue $-1$. Close the contour above. The factor $2\pi i/2\pi=i$, the residue $-1$, and the value of $G_a$ at the pole give

$$P_{ab}(\Omega)=\frac{-i}{\Omega-\varepsilon_a-\varepsilon_b+2i\eta}.\tag{27}$$

**Both occupied.** The pole of $G_i(\omega_1)$ is at $\varepsilon_i+i\eta$, above the axis, with residue $+1$. The pole of $G_j(\Omega-\omega_1)$ is at $\Omega-\varepsilon_j-i\eta$, below. Closing above,

$$P_{ij}(\Omega)=\frac{+i}{\Omega-\varepsilon_i-\varepsilon_j-2i\eta}.\tag{28}$$

**One of each.** For $r=a$ and $s=i$ the poles are at $\varepsilon_a-i\eta$ and $\Omega-\varepsilon_i-i\eta$, both below. Closing above encloses nothing, so $P_{ai}=0$. For $r=i$ and $s=a$ both poles lie above, and closing below gives $P_{ia}=0$. In the time domain this says that a particle propagates forward and a hole backward, so the product $G_a(\tau)G_i(\tau)$ has no time at which both factors are nonzero.

### 2.2 The remaining integral

The product $P_{rs}(\Omega)G_k(\Omega-\omega)$ falls as $1/\Omega^2$, and the same contours serve.

For two virtual orbitals, $P_{ab}$ has its pole at $\varepsilon_a+\varepsilon_b-2i\eta$, below the axis. If $k$ is virtual, the pole of $G_k$ at $\Omega=\omega+\varepsilon_k-i\eta$ is also below, and the integral vanishes. If $k=i$ is occupied, its pole is at $\Omega=\omega+\varepsilon_i+i\eta$, above. Closing there gives $i$ times the value of $P_{ab}$ at this point:

$$I_{abi}(\omega)=i\,\frac{-i}{\omega+\varepsilon_i+i\eta-\varepsilon_a-\varepsilon_b+2i\eta}
=\frac1{\omega+\varepsilon_i-\varepsilon_a-\varepsilon_b+3i\eta}.\tag{29}$$

For two occupied orbitals, $P_{ij}$ has its pole above the axis. An occupied $k$ also has its pole above, and the integral vanishes. If $k=a$ is virtual, its pole is at $\Omega=\omega+\varepsilon_a-i\eta$, below. Closing below runs clockwise, which replaces $i$ by $-i$:

$$I_{ija}(\omega)=-i\,\frac{+i}{\omega+\varepsilon_a-i\eta-\varepsilon_i-\varepsilon_j-2i\eta}
=\frac1{\omega+\varepsilon_a-\varepsilon_i-\varepsilon_j-3i\eta}.\tag{30}$$

Of the eight patterns of occupied and virtual labels, two survive. Both carry a plus sign. The three infinitesimals add because each propagator supplies one; for $\eta\to0^+$ the factor 3 has no significance. Inserting (29) and (30) into (23) gives

$$\begin{aligned}
\Sigma^{(2)}_{pq}(\omega)={}&\tfrac12\sum_{iab}\frac{\langle pi\|ab\rangle\langle ab\|qi\rangle}{\omega+\varepsilon_i-\varepsilon_a-\varepsilon_b+i0}\\
&+\tfrac12\sum_{aij}\frac{\langle pa\|ij\rangle\langle ij\|qa\rangle}{\omega+\varepsilon_a-\varepsilon_i-\varepsilon_j-i0}.
\end{aligned}\tag{31}$$

The first line is the two-particle-one-hole (2p1h) sum, the second the two-hole-one-particle (2h1p) sum. The sums over $a,b$ and over $i,j$ are unrestricted. Exchanging $a$ and $b$ changes the sign of both integrals and leaves the term unchanged, while $a=b$ gives zero. Each distinct configuration thus occurs twice, and the factor $\tfrac12$ corrects for this. If the sums are restricted to $a<b$ and $i<j$, the factor is absent.

In the two-orbital model, take $p$ as $g$ with spin up. The hole must be $g$ with spin down, and the particles are $u$ up and $u$ down in either order. Two terms $K^2$ times $\tfrac12$ give (3). The 2h1p integrals contain three factors $g$ and one $u$, and vanish by parity.

### 2.3 What the two sums mean for a removed electron

Let $p$ be occupied and set $\omega=\varepsilon_p$. Each part of (31) then corresponds to a change in second-order energy when electron $p$ is taken away and the other orbitals are kept.

The 2p1h part is $\tfrac12\sum_{iab}\langle pi\|ab\rangle^2/(\varepsilon_p+\varepsilon_i-\varepsilon_a-\varepsilon_b)$. These are the terms of the neutral system's correlation energy in which $p$ and $i$ are excited together. The ion lacks them. Every denominator is negative, so the part deepens the level, as in (2).

In the 2h1p part, separate the terms in which $i$ or $j$ equals $p$. The two choices are equal and cancel the factor $\tfrac12$:

$$\sum_{a}\sum_{j\ne p}\frac{\langle pa\|pj\rangle^2}{\varepsilon_a-\varepsilon_j}
+\tfrac12\sum_a\sum_{i,j\ne p}\frac{\langle pa\|ij\rangle^2}{\varepsilon_p+\varepsilon_a-\varepsilon_i-\varepsilon_j}.\tag{32}$$

Removing $p$ changes the potential felt by the others by $-\langle pa\|pj\rangle$ between $j$ and $a$. Second-order perturbation theory lowers the ion by the first sum in (32): its orbitals relax. The second sum comes from pairs $i,j$ that can be excited into $p$ and $a$ once $p$ is empty. An energy gained by the ion enters the neutral-minus-ion difference with the opposite sign, which gives the signs in (32). For the highest occupied orbital all these denominators are positive, and the 2h1p part raises the level.

For a deep orbital, $\varepsilon_p$ can come close to $\varepsilon_i+\varepsilon_j-\varepsilon_a$. A denominator is then small and the low-order expansion of the energy fails: the hole and the 2h1p configuration must be mixed as nearly degenerate states. The expansion also becomes doubtful when the gap is not large compared with the coupling integrals.

### 2.4 Closed-shell form in spatial orbitals

For numerical work the spin sums can be done once. Write $(pq|rs)$ for the spatial integral with $pq$ at point 1 and $rs$ at point 2, so that $\langle pq|rs\rangle$ without spin is $(pr|qs)$. Let $p$ have spin up, and set $X=(pa|ib)$ and $X'=(pb|ia)$, where the labels now denote spatial orbitals.

If $i$ has spin up, both particles must have spin up, and the squared integral is $(X-X')^2$. If $i$ has spin down, the particles have opposite spins in two arrangements, with squares $X^2$ and $X'^2$. Including the factor $\tfrac12$,

$$\tfrac12\left[(X-X')^2+X^2+X'^2\right]=X^2+X'^2-XX' .\tag{33}$$

The denominator is symmetric in $a$ and $b$, so $X'^2$ may be replaced by $X^2$ under the sum. The same argument with $Y=(pi|aj)$ and $Y'=(pj|ai)$ treats the 2h1p part. Away from the poles the diagonal element is

$$\Sigma^{(2)}_{pp}(\omega)=\sum_{iab}\frac{X(2X-X')}{\omega+\varepsilon_i-\varepsilon_a-\varepsilon_b}
+\sum_{aij}\frac{Y(2Y-Y')}{\omega+\varepsilon_a-\varepsilon_i-\varepsilon_j}.\tag{34}$$

### 2.5 Solving the Dyson equation

If the off-diagonal elements of $\Sigma$ are neglected, $G_{pp}=1/(\omega-\varepsilon_p-\Sigma_{pp})$, and its poles satisfy

$$\omega=\varepsilon_p+\Sigma^{(2)}_{pp}(\omega).\tag{35}$$

Each term of $\Sigma_{pp}$ in (31) is a square divided by $\omega-E$, where $E$ is the energy of the configuration. Its derivative, minus the square over $(\omega-E)^2$, is never positive. Hence $\omega-\varepsilon_p-\Sigma_{pp}(\omega)$ increases between neighbouring poles of $\Sigma_{pp}$ and has at most one zero there. Near a zero $\omega_*$ it equals $(1-\Sigma'_{pp})(\omega-\omega_*)$ to leading order, so the pole of $G_{pp}$ has strength

$$Z=\frac1{1-\Sigma'_{pp}(\omega_*)},\qquad 0<Z\le1 .\tag{36}$$

The same equation follows from a matrix eigenvalue problem. Couple amplitudes $c_p$ of the orbitals to amplitudes $d_n$ of the distinct 2p1h and 2h1p configurations, with energies $E_n$ and couplings $V_{pn}$ equal to the integrals in (31):

$$\omega c_p=\varepsilon_pc_p+\sum_nV_{pn}d_n,\qquad
\omega d_n=E_nd_n+\sum_qV_{qn}c_q .\tag{37}$$

The second equation gives $d_n=\sum_qV_{qn}c_q/(\omega-E_n)$. Inserted into the first, it produces $\sum_q\Sigma_{pq}(\omega)c_q$. Keeping one orbital gives (35); normalizing $c_p^2+\sum_nd_n^2=1$ gives $c_p^2=Z$.

For the model (3), with $\Delta=\varepsilon_u-\varepsilon_g$, equation (35) reads $(\omega-\varepsilon_g)(\omega-2\varepsilon_u+\varepsilon_g)=K^2$. Its roots are $\omega=\varepsilon_u\pm\sqrt{\Delta^2+K^2}$. For $K\ll\Delta$ the lower root is $\varepsilon_g-K^2/2\Delta$, in agreement with (2).

### 2.6 The highest occupied orbital of water

Take H$_2$O with both O–H distances 0.96 Å and an angle of 104.5°. A restricted Hartree-Fock calculation in the 6-31G basis gives 10 occupied and 16 virtual spin-orbitals. The highest occupied orbital, number 5, has $\varepsilon_5=-0.5012$ hartree, and the lowest virtual orbital, number 6, has $\varepsilon_6=0.2031$ hartree.

First evaluate (31) at $\omega=\varepsilon_5$. In hartree,

$$\Sigma^{\rm 2p1h}=-0.0305,\qquad \Sigma^{\rm 2h1p}=+0.1446,\qquad
\Sigma_{55}(\varepsilon_5)=0.1141 .\tag{38}$$

The largest term of each sum, with each configuration counted once, shows the arithmetic. A bar marks spin down. For the 2p1h part, the pair in orbital 5 is excited to orbital 9:

$$\frac{\langle5\bar5\|9\bar9\rangle^2}{2\varepsilon_5-2\varepsilon_9}
=\frac{(0.1590)^2}{-3.3314}=-0.0076 .\tag{39}$$

This is the pair excitation of the two-orbital model, with one difference. Orbitals 5 and 9 have the same symmetry ($b_1$), not opposite parity like $g$ and $u$, so the 2h1p integral between them does not vanish. For the 2h1p part,

$$\frac{\langle5\bar9\|5\bar5\rangle^2}{\varepsilon_9-\varepsilon_5}
=\frac{(-0.2069)^2}{1.6657}=0.0257 .\tag{40}$$

This term belongs to the first sum in (32): the electron left in orbital 5 relaxes by mixing with orbital 9. The two terms make up about 25% and 18% of their respective sums, so neither sum can be replaced by its largest term.

Now let the frequency adjust. The highest possible 2h1p energy is $2\varepsilon_5-\varepsilon_6=-1.206$ hartree, and the lowest possible 2p1h energy is $2\varepsilon_6-\varepsilon_5=0.907$ hartree. Between them $\Sigma_{55}$ has no pole. A bracketing root search in this interval gives

$$\omega_*=-0.5012+0.1033=-0.3979\ \text{hartree}.\tag{41}$$

The self-energy has fallen from 0.1141 to 0.1033 hartree because its slope is negative. A central difference gives $\Sigma'_{55}(\omega_*)=-0.0971$, hence $Z=1/1.0971=0.911$. About 9% of the normalized state in (37) lies in the 2p1h and 2h1p configurations.

The ionization energy is $-\omega_*$. It falls from 13.64 eV for the Hartree-Fock orbital to 10.83 eV. With the off-diagonal elements of $\Sigma^{(2)}$ included, the root is $-0.3992$ hartree, or 10.86 eV. The diagonal approximation therefore shifts this result by about 0.04 eV, small beside the total correction of 2.8 eV.

The measured ionization energy is about 12.6 eV. The second-order correction has the right sign here but is too large. The calculation omits the self-energy of third and higher order, and its digits hold for the 6-31G basis only. The diagonal second-order ionization energy rises to 10.99 eV in cc-pVDZ, 11.49 eV in cc-pVTZ and 11.55 eV in aug-cc-pVTZ, a shift of 0.7 eV. In aug-cc-pVTZ the Hartree-Fock value is 13.88 eV, the correction 2.3 eV and $Z=0.880$, and the 2p1h part at $\varepsilon_5$ has grown from $-0.0305$ to $-0.0748$ hartree. The overshoot persists in all these bases. An equation-of-motion coupled-cluster calculation (EOM-IP-CCSD, frozen core), which includes higher orders, gives 11.64 eV in 6-31G and 12.38 eV in cc-pVTZ, 0.8 and 0.9 eV above the second-order values. Basis and truncation thus contribute comparable parts of the 1.8 eV gap.
